# Band-energy error from dropping a neighbour shell in a p-orbital model

## Question

A tight-binding model has one p shell on each atom, with orthonormal orbitals $p_x,p_y,p_z$. To shorten the model, all hoppings to one distant shell of neighbours are set to zero, and every other parameter is held fixed. Each atom loses $Z$ neighbours, whose hoppings are $V_\sigma$ (pp-sigma) and $V_\pi$ (pp-pi). How large can the resulting error in a band energy be? Is $Z$ times the larger of $|V_\sigma|$ and $|V_\pi|$ a safe limit, how close to it does the error come, and how does the error scale with the size and distance of the shell?

## Answer

### The matrix of one bond

Let $\mathbf n$ be the unit vector along a bond. A p orbital pointing along a unit vector $\mathbf a$ is the combination $a_xp_x+a_yp_y+a_zp_z$, with the same Cartesian orientation on every atom. Split $\mathbf a$ into a part along the bond, $(\mathbf a\cdot\mathbf n)\mathbf n$, and a perpendicular part $\mathbf a_\perp$, and do the same for the orbital $\mathbf b$ on the other atom.

In the two-centre approximation the hopping has the symmetry of the bond axis. Rotation about the axis forbids coupling between parallel and perpendicular parts. Mirror planes containing the axis forbid coupling between two mutually perpendicular $\pi$ orbitals. What remains is

$$
V_\sigma(\mathbf a\cdot\mathbf n)(\mathbf b\cdot\mathbf n)+V_\pi\,\mathbf a_\perp\cdot\mathbf b_\perp .
$$

Since $\mathbf a_\perp\cdot\mathbf b_\perp=\mathbf a\cdot\mathbf b-(\mathbf a\cdot\mathbf n)(\mathbf b\cdot\mathbf n)$, the $3\times3$ hopping matrix is

$$
T(\mathbf n)=V_\pi I+(V_\sigma-V_\pi)\,\mathbf n\mathbf n^{T}.
$$

It is real, symmetric and unchanged by $\mathbf n\to-\mathbf n$. Acting on $\mathbf n$ it gives $V_\sigma\mathbf n$; acting on a vector perpendicular to $\mathbf n$ it multiplies by $V_\pi$. Its eigenvalues are therefore $V_\sigma,V_\pi,V_\pi$, and the largest factor by which it can stretch a vector is

$$
M=\max(|V_\sigma|,|V_\pi|).
$$

### From one bond to a band energy

Take first a crystal with one atom per primitive cell. The part of the Bloch Hamiltonian that is dropped is

$$
\Delta(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,T(\mathbf R),
\qquad H_{\rm full}=H_{\rm tr}+\Delta ,
$$

where the sum runs over the $Z$ vectors of the shell. Both $\mathbf R$ and $-\mathbf R$ are counted, and this makes $\Delta$ Hermitian. Each phase has modulus one, so for any normalized, possibly complex, coefficient vector $c$

$$
|c^\dagger\Delta c|\le\sum_{\mathbf R}|c^\dagger T(\mathbf R)c|\le ZM .
$$

To turn this into a statement about energies, sort the levels in ascending order at each $\mathbf k$. The min-max principle reads

$$
E_n=\min_{\dim S=n}\ \max_{c\in S,\ |c|=1}c^\dagger Hc .
$$

For every $c$, $c^\dagger H_{\rm full}c\le c^\dagger H_{\rm tr}c+ZM$. Taking the maximum and then the minimum on both sides gives $E_n^{\rm full}\le E_n^{\rm tr}+ZM$. Exchanging the two Hamiltonians gives the opposite inequality, and hence

$$
\boxed{|E_n^{\rm full}(\mathbf k)-E_n^{\rm tr}(\mathbf k)|\le Z\max(|V_\sigma|,|V_\pi|)}
$$

The proposed limit is safe. It does not require $\Delta$ to be small compared with band spacings, as perturbation theory would. A gap is a difference of two levels, so its error can reach twice the limit for one level.

If sites are inequivalent, let $c_i$ be the three coefficients on site $i$ and $Z_i$ its number of dropped neighbours. Each dropped pair obeys

$$
|c_i^\dagger T_{ij}c_j|\le M|c_i||c_j|\le \tfrac12M\left(|c_i|^2+|c_j|^2\right).
$$

Summed over ordered pairs, the right side becomes $M\sum_iZ_i|c_i|^2$, which is at most $M\max_iZ_i$. The result holds with $Z$ read as the largest $Z_i$.

### When the limit is reached, and when geometry lowers it

Consider a straight chain along $x$ from which the two second neighbours are dropped. At $k=0$ both phases are one, and the $\sigma$ level shifts by $2V_\sigma$. With first-neighbour hoppings 1.2 and −0.2 eV and dropped hoppings 0.15 and −0.03 eV, this is $2\times0.15=0.30$ eV, equal to $ZM$. A larger shell can come arbitrarily close to the limit if all its bonds are nearly parallel, as between widely spaced atomic planes. Without information about bond directions, the factor $Z$ therefore cannot be reduced.

In a cubic crystal with one atom per primitive cell, the directions are spread out, and no p orbital can point along all the bonds. The expectation value for one bond is

$$
c^\dagger Tc=V_\sigma|\mathbf n\cdot c|^2+V_\pi\left(1-|\mathbf n\cdot c|^2\right).
$$

For a shell with cubic symmetry, $\sum\mathbf n\mathbf n^T$ must be a multiple of the identity. Its trace is $Z$, so it equals $(Z/3)I$. Thus $\sum|\mathbf n\cdot c|^2=Z/3$, and the weights of $V_\pi$ sum to $2Z/3$. Taking absolute values bond by bond gives a sharper ceiling,

$$
|E_n^{\rm full}-E_n^{\rm tr}|\le B_{\rm cub}=\frac Z3\left(|V_\sigma|+2|V_\pi|\right).
$$

The two ceilings agree when $|V_\sigma|=|V_\pi|$. If $V_\pi$ is negligible, the simple one is three times larger.

### A root-mean-square limit that grows as the square root of Z

A ceiling assumes that all bonds act together. An average over the Brillouin zone measures the more usual case. Phases belonging to different $\mathbf R$ average to zero, which leaves

$$
\left\langle\mathrm{Tr}\,\Delta^2\right\rangle_{\mathbf k}=\sum_{\mathbf R}\mathrm{Tr}\,T(\mathbf R)^2=Z\left(V_\sigma^2+2V_\pi^2\right).
$$

This controls the squared level shifts. Expanding the trace gives

$$
\mathrm{Tr}\,\Delta^2=\sum_n(E_n^{\rm full})^2+\sum_n(E_n^{\rm tr})^2-2\sum_{nm}w_{nm}E_n^{\rm full}E_m^{\rm tr},
$$

where $w_{nm}$ is the squared overlap of the two eigenvectors. The rows and columns of $w$ each sum to one, so $w$ is a weighted average of permutations. Among permutations, pairing the levels in the same order makes the last sum largest. Therefore $\sum_n(E_n^{\rm full}-E_n^{\rm tr})^2\le\mathrm{Tr}\,\Delta^2$. Averaging over the zone and the three bands,

$$
\delta E_{\rm rms}\le\sqrt{\frac{Z\left(V_\sigma^2+2V_\pi^2\right)}3}.
$$

At fixed hoppings the ceiling on a single level grows as $Z$, while this limit on the root-mean-square error grows as $\sqrt Z$.

### An fcc example

Take an fcc crystal with $a=0.495$ nm. The 12 first neighbours, at 0.350 nm, have hoppings $U_\sigma=1.2$ eV and $U_\pi=-0.2$ eV. The 6 second neighbours, at 0.495 nm, have $V_\sigma=0.15$ eV and $V_\pi=-0.03$ eV and are dropped. The ceilings are

$$
ZM=6\times0.15=0.90\ {\rm eV},\qquad
B_{\rm cub}=\frac63(0.15+0.06)=0.42\ {\rm eV}.
$$

The second neighbours lie along the cube axes, so $\Delta$ is diagonal, with

$$
\Delta_{xx}=2V_\sigma\cos k_xa+2V_\pi(\cos k_ya+\cos k_za)
$$

and cyclic permutations. Since $V_\sigma$ and $V_\pi$ have opposite signs, the terms add at $\mathbf k=(0,\pi/a,\pi/a)$:

$$
\Delta_{xx}=2V_\sigma-4V_\pi=0.30+0.12=0.42\ {\rm eV}.
$$

It remains to show that a band energy moves by this amount. Summing the first-shell bond matrices, with $c_i=\cos(k_ia/2)$ and $s_i=\sin(k_ia/2)$, gives

$$
H_{xx}=2(U_\sigma+U_\pi)c_x(c_y+c_z)+4U_\pi c_yc_z,\qquad
H_{xy}=-2(U_\sigma-U_\pi)s_xs_y ,
$$

and cyclic permutations. At the chosen point $c_x=1$, $c_y=c_z=0$, $s_x=0$ and $s_y=s_z=1$. All diagonal elements vanish, and the one remaining coupling is $H_{yz}=-2\times1.4=-2.8$ eV. The truncated levels are −2.8, 0 and 2.8 eV, and the middle one is pure $p_x$.

Restoring the second shell raises $p_x$ by 0.42 eV. For the other two orbitals $\Delta_{yy}=\Delta_{zz}=-2V_\sigma=-0.30$ eV, because their $\pi$ terms cancel. The full levels are −3.10, 0.42 and 2.50 eV. The order is unchanged, so the middle band has an error of 0.42 eV. The cubic ceiling is reached, and the simple ceiling is too large by a factor $0.90/0.42=2.14$.

Over a uniform mesh in $\mathbf k$ the full bands run from −5.78 to 3.38 eV, a width of 9.16 eV. The worst error is about 5% of this width. The root-mean-square error is 0.18 eV, below its limit $\sqrt{6(0.0225+0.0018)/3}=0.22$ eV.

### Total band energy

Let $N$ electrons per atom fill the lowest levels at zero temperature, and let $B$ be either ceiling. The occupied states of the truncated model are trial states for the full one, so the variational principle gives $E_{\rm sum}^{\rm full}\le E_{\rm sum}^{\rm tr}+NB$. Exchanging the models gives the reverse, and $|\delta E_{\rm sum}|\le NB$ per atom. The min-max argument, applied to all $\mathbf k$ together, also limits the shift of the highest filled level to $B$.

For $N=2$ the cubic limit is 0.84 eV per atom, but the computed sum changes by 0.07 eV per atom, the truncated energy being higher. The highest filled level is lower by about 0.09 eV in the truncated model; this value is sensitive to the mesh and moves by about 0.005 eV, to 0.095 eV, on finer meshes. Some cancellation is expected: $\Delta$ has no on-site term, so its trace averages to zero over the zone, and the shifts of all three bands together sum to zero. How far they cancel in a partly filled set depends on the filling, and the small value here is a computed result for $N=2$.

### Scaling with distance

Suppose the hoppings decay exponentially through the values of the first two shells. The decay lengths are then 0.070 nm for $\sigma$ and 0.076 nm for $\pi$. The third shell, at 0.606 nm, has $V_\sigma=0.030$ eV, about one fifth of the second-shell value, but it has 24 members instead of 6. Its simple ceiling, 0.73 eV, is not far below the 0.90 eV of the second shell. Its cubic ceiling is 0.36 eV, and the largest error found on the mesh when it is dropped is 0.22 eV. A small individual hopping is therefore not a sufficient reason to discard a shell.

Ceilings for several shells add, by the triangle inequality. For the third shell and all beyond it, the simple ceilings sum to 0.91 eV under this extrapolation. For a smooth density of atoms $\rho$ and a hopping $V(d)\propto e^{-d/\lambda}$, the sum beyond a cutoff $D$ is roughly

$$
4\pi\rho\int_D^\infty d^2|V(d)|\,\mathrm dd
=4\pi\rho\lambda\left(D^2+2D\lambda+2\lambda^2\right)|V(D)| .
$$

For $D\gg\lambda$ it scales as $D^2e^{-D/\lambda}$. The integral gives the scaling, not a ceiling. Here $\lambda\approx0.07$ nm is shorter than the spacing of the shells, and with $\rho=4/a^3$ and the $\sigma$ hopping it gives 0.41 eV for $D$ at the third shell and 1.40 eV for $D$ at the second, against the lattice sum of 0.91 eV. A safe number requires the sum over the actual shells. With a power law $V\propto d^{-p}$ the integral converges only for $p>3$; for slower decay the summed ceiling gives no information.

### Lead, and the limits of the estimate

The example is modelled on fcc lead, whose two 6p electrons per atom partly fill the p bands. The lattice constant is close to the measured one; the hoppings are model choices of plausible size, neither measured nor fitted. Lead breaks the assumption that these bands contain p orbitals alone. With an s level 8 eV below the p level and rough first-shell hoppings of −0.3 eV (ss) and 0.7 eV (sp), s mixing moves the p bands by up to 1.8 eV. Spin-orbit coupling with a rough parameter of 0.9 eV moves them by up to 0.9 eV. Both exceed the truncation error. Thermal motion also matters: lengthening one nearest-neighbour bond by 0.02 nm, a rough thermal amplitude, lowers its $\sigma$ hopping by 0.30 eV. This is a change in one bond, not a band shift. For comparison, $k_BT$ at 300 K is 0.026 eV.

These effects do not all affect the ceiling in the same way. An on-site spin-orbit term is the same in both Hamiltonians and cancels from their difference, so the proof stands; the largest truncation error on the mesh is then 0.39 eV. If s orbitals are present and their distant hoppings are dropped too, those hoppings must be added to $\Delta$. If retained parameters are refitted after truncation, their changes must be added as well.

Overlap between orbitals lies outside the proof, because the energies then solve $Hc=ESc$. Rough second-shell overlaps of −0.02 ($\sigma$) and 0.005 ($\pi$), with the p level as energy zero and all hoppings kept, change the bands by up to 0.12 eV. A ceiling built from hoppings alone does not contain this change. If the second-shell hoppings and these overlaps are dropped together, the largest band error is 0.49 eV, above the cubic ceiling of 0.42 eV.

For an orthogonal p model of a cubic crystal with one atom per primitive cell and fixed parameters, a shell can be dropped within a tolerance $\varepsilon$ on every band energy if $Z(|V_\sigma|+2|V_\pi|)/3\le\varepsilon$. When several shells are dropped, it is enough that the sum of these terms satisfies the condition. The condition is sufficient, not necessary: the actual error can be smaller than the ceiling. The numerical output below lists the main values used here.

## Computed results

```
Lattice constant a: 0.495 nm
First-shell distance: 0.350 nm
Second-shell distance: 0.495 nm
Neighbours in shells 1, 2, 3: 12 6 24
First-shell pp-sigma: 1.200 eV
First-shell pp-pi: -0.200 eV
Second-shell pp-sigma: 0.150 eV
Second-shell pp-pi: -0.030 eV
Simple ceiling, second shell: 0.900 eV
Cubic ceiling, second shell: 0.420 eV
Largest band error on mesh: 0.420 eV
Root-mean-square band error on mesh: 0.182 eV
Simple ceiling / largest error: 2.14 (ratio)
Lowest full-model energy on mesh: -5.780 eV
Highest full-model energy on mesh: 3.380 eV
Energies at (0,pi/a,pi/a), truncated (eV): -2.800 0.000 2.800
Energies at (0,pi/a,pi/a), full (eV): -3.100 0.420 2.500
Chain: error at k=0: 0.300 eV
Chain: simple ceiling: 0.300 eV
p electrons per atom: 2
Summed energy, truncated minus full: 0.071 eV/atom
Simple ceiling on summed energy: 1.800 eV/atom
Cubic ceiling on summed energy: 0.840 eV/atom
Highest filled level, truncated minus full: -0.09 eV
Spin-orbit parameter xi (rough): 0.900 eV
Atomic spin-orbit splitting: 1.350 eV
Largest band change from spin-orbit: 0.900 eV
Largest truncation error with spin-orbit: 0.389 eV
s level relative to p (rough): -8.000 eV
First-shell ss-sigma (rough): -0.300 eV
First-shell sp-sigma (rough): 0.700 eV
Largest p-band change from s mixing: 1.793 eV
Second-shell sigma overlap (rough): -0.020 (dimensionless)
Second-shell pi overlap (rough): 0.005 (dimensionless)
Largest band change from this overlap: 0.122 eV
Sigma decay length: 0.0697 nm
Pi decay length: 0.0764 nm
Third-shell distance: 0.606 nm
Third-shell pp-sigma, extrapolated: 0.0304 eV
Third-shell pp-pi, extrapolated: -0.0070 eV
Largest band error, third shell dropped: 0.223 eV
Simple ceiling, third shell: 0.730 eV
Cubic ceiling, third shell: 0.355 eV
Simple ceiling, shell 3 and all beyond: 0.909 eV
Thermal bond-length change (rough): 0.020 nm
Resulting drop of one first-shell pp-sigma: 0.299 eV
Temperature: 300 K
Thermal energy kT: 0.0259 eV
```
